# Does equal inhibitor coverage mean equal blocking in area-selective deposition?

**Question**

I am comparing two ways of applying a small-molecule inhibitor before atomic layer deposition. In both cases the inhibitor covers half of the adsorption sites on the surface that should stay clean. My precursor binds through two neighbouring free sites.

Half of the sites are free in both cases, so I would expect the two layers to block equally well. A colleague says that the arrangement of the inhibitors can matter as much as their number. Is coverage not enough? If it isn't, how large can the difference be, and does it survive defects and finite temperature?

**Answer**

Your argument is right for a precursor that needs one free site and is not hindered by what occupies the neighbouring sites. It fails for yours, because your precursor does not look for vacancies but for pairs of adjacent vacancies, and coverage does not fix the number of pairs.

**What has to be counted**

Take a square lattice of $N$ sites, periodic and with even sides, so that edges play no part. Each site has four neighbours and each bond joins two sites, so there are $4N/2=2N$ neighbour bonds. An inhibitor occupies one site, and $\theta$ is the occupied fraction. The inhibitors stay put during the precursor pulse.

Let the precursor adsorb at a rate $k$ on every bond whose two ends are vacant, whatever surrounds that bond. If $p$ is the fraction of such open bonds, the initial rate is $2Nkp$. On the bare surface it is $2Nk$. The ratio is

$$\frac{\text{initial rate with inhibitor}}{\text{initial rate on bare surface}}=p .$$

For a one-site precursor the same argument gives $1-\theta$, which depends on coverage alone.

To see what coverage says about $p$, let $n=1$ on an occupied site and $n=0$ on a vacant one. A bond with ends $n,n'$ is open when $(1-n)(1-n')=1$. Averaging over all bonds,

$$p=\langle(1-n)(1-n')\rangle=1-\langle n\rangle-\langle n'\rangle+\langle nn'\rangle .$$

Every site belongs to the same number of bonds, so $\langle n\rangle=\langle n'\rangle=\theta$. With $p_{oo}=\langle nn'\rangle$, the fraction of bonds occupied at both ends,

$$p=1-2\theta+p_{oo}. \tag{1}$$

Coverage fixes the first two terms. The third depends on the arrangement.

**The two half-covered layers**

In a checkerboard every bond joins an occupied site to a vacant one. Hence $p=0$: half of the surface is free, yet your precursor finds nowhere to bind.

In a random layer each site is occupied independently with probability $\theta$. Both ends of a bond are then vacant with probability

$$p=(1-\theta)^2, \tag{2}$$

which is $1/4$ at half coverage. The initial rate is a quarter of the bare rate instead of zero. To push $p$ down to 0.01 by random occupation, you need $1-\theta=\sqrt{0.01}=0.1$, a coverage of 0.90.

The checkerboard is the one arrangement, up to a shift by one site, that blocks completely at $\theta=1/2$. Equation (1) then reads $p=p_{oo}$, so $p=0$ also forbids occupied pairs. Every bond must be mixed, and the state of one site fixes all the others. As a check, all 12870 half-filled patterns on a periodic $4\times4$ lattice were enumerated: two have no open pair, and they are the two checkerboards. The mean of $p$ over all these patterns is 0.2333 rather than 0.25, because choosing exactly 8 vacancies among 16 sites gives $(8/16)(7/15)$. This difference disappears for a large lattice.

Below half coverage no arrangement blocks completely. Since $p_{oo}\ge0$, equation (1) gives $p\ge1-2\theta>0$.

**Order by itself is not the point**

Fill every second row. Bonds along the rows are half of all bonds, and half of those lie in vacant rows; bonds between rows are all mixed. So $p=\tfrac12\cdot\tfrac12=\tfrac14$, the same as for random occupation, although the pattern is perfectly ordered.

If the inhibitors gather in one large island, almost every bond of a vacant site leads to another vacant site, and $p$ approaches $1/2$. What protects the surface is the separation of vacancies from one another.

**From initial rate to amount deposited**

A long pulse continues until no open pair remains. Assume that adsorbed precursors neither move nor leave, and that each uses exactly two sites. Let $u$ be the final number of adsorbed precursors per lattice site.

The initial rate does not determine $u$, because each adsorption removes two vacancies and may strand others. In the random layer some vacancies are stranded from the start: a vacancy has four occupied neighbours with probability $\theta^4=1/16$. The remaining vacancies can hold at most

$$u\le\frac{(1-\theta)(1-\theta^4)}{2}=\frac{0.5\times 0.9375}{2}=0.2344 .$$

This is an upper bound, and no filling reaches it: many vacancy clusters have shapes that cannot be paired off completely, so even the best packing holds only about 0.21. Filling in random order strands further vacancies, and simulation on $200\times200$ lattices gives $u=0.187$.

For vacant rows the simulation can be checked by a recursion. Let $D_m$ be the mean number of precursors that fit on a chain of $m$ vacancies, with $D_0=D_1=0$. The first precursor chooses one of $m-1$ pairs with equal probability. If it takes pair $j$, it leaves chains of $j-1$ and $m-j-1$ vacancies, which then fill independently:

$$D_m=1+\frac{1}{m-1}\sum_{j=1}^{m-1}\left(D_{j-1}+D_{m-j-1}\right)
=1+\frac{2}{m-1}\sum_{k=0}^{m-2}D_k .$$

The two sums are equal because both run over the lengths $0$ to $m-2$. On a closed row of 200 sites the first precursor leaves a chain of 198. Half of the rows are vacant, so $u=\tfrac12(1+D_{198})/200=0.2162$, in agreement with the simulated 0.2162.

For an engineering measure, the selectivity $S$, compare the uptake $G$ on a bare growth surface with the uptake $U$ on the inhibited surface, both at saturation of the first pulse:

$$S=\frac{G-U}{G+U}.$$

I assume the same lattice and binding rule on both surfaces. With a site spacing of 0.5 nm there are $1/(0.5\ \text{nm})^2=4.0$ sites per nm². The bare surface takes up 0.4536 precursors per site in the simulation (the last digit is sampling noise), or 1.81 nm⁻². For the random layer,

$$S=\frac{0.4536-0.1866}{0.4536+0.1866}=0.417 .$$

At fixed half coverage the four patterns compare as follows.

| Pattern | $p$ | Uptake (nm⁻²) | $S$ |
|---|---:|---:|---:|
| Checkerboard | 0 | 0 | 1 |
| Random | 0.25 | 0.75 | 0.42 |
| Alternate rows | 0.25 | 0.86 | 0.35 |
| Two half-planes | 0.50 | 0.91 | 0.33 |

Random occupation and alternate rows start at the same rate but end with different uptakes. A short pulse and a saturating pulse therefore test different properties of the layer.

**What temperature does**

A checkerboard needs a cause. Suppose that two neighbouring inhibitors repel with energy $w>0$, and that the layer has time to equilibrate at temperature $T$ before the precursor arrives. Its energy is $E=w\sum nn'$, summed over bonds.

Put $s=2n-1$, so that $s=+1$ means occupied and $s=-1$ vacant. Then

$$nn'=\frac{(1+s)(1+s')}{4}=\frac{1+s+s'+ss'}{4}.$$

Summed over bonds, the linear terms give $4\sum_i s_i$, since each site has four bonds. At half coverage $\sum_i s_i=0$, so they vanish. Apart from a constant, $E=(w/4)\sum ss'$, and the statistical weight of a pattern is

$$\exp\left(-K\sum ss'\right),\qquad K=\frac{w}{4k_BT}.$$

The open fraction follows from $1-n=(1-s)/2$. With $\langle s\rangle=0$ and the neighbour correlation $c=\langle ss'\rangle$,

$$p=\frac{\langle(1-s)(1-s')\rangle}{4}=\frac{1+c}{4}. \tag{3}$$

Random occupation has $c=0$ and the checkerboard has $c=-1$, which recovers both results.

To calculate $c$ between these limits, take a strip $L$ sites around and $M$ rows long, closed in both directions. Let the coverage fluctuate about one half, with a chemical potential $2w$. The term $-2w\sum n$ contributes $-w\sum s$, which cancels the linear term $+w\sum s$ in the energy, so the weight above still applies. For successive rows $\sigma=(s_1,\dots,s_L)$ and $\sigma'$, define

$$V_{\sigma\sigma'}=\exp\left[-\frac K2\sum_i s_is_{i+1}-K\sum_i s_is'_i-\frac K2\sum_i s'_is'_{i+1}\right].$$

Each row occurs in two factors, so its internal bonds receive the full weight $K$. Summing over all rows gives $Z=\mathrm{Tr}\,V^M$. All entries of $V$ are positive, so one positive eigenvalue $\Lambda$ exceeds all others in magnitude, and for a long strip $\ln Z\to M\ln\Lambda$. Differentiating $Z$ brings down minus the sum over the $2ML$ bonds:

$$\frac{d\ln Z}{dK}=-2MLc
\quad\Rightarrow\quad
c=-\frac12\frac{d}{dK}\left(\frac{\ln\Lambda}{L}\right). \tag{4}$$

At $T=423$ K, $k_BT=0.03645$ eV. A repulsion of 0.05 eV gives $K=0.05/(4\times0.03645)=0.343$. Equations (3) and (4) then give $p=0.1416$ for $L=8$ and 0.1427 for $L=10$. A separate simulation in the occupation variables, on a $200\times200$ lattice, gives 0.1434. The reliable statement is $p\approx0.14$.

| $w$ (eV) | $p$ | Uptake (nm⁻²) | $S$ |
|---:|---:|---:|---:|
| 0.02 | 0.215 | 0.69 | 0.45 |
| 0.05 | 0.14 | 0.50 | 0.57 |
| 0.10 | 0.005 | 0.011 | 0.99 |

Both ends of this table can be understood by hand. For weak repulsion, expanding the weight to first order gives $c\approx-K$, because $(ss')^2=1$ and the other bonds average to zero. Thus $p\approx(1-K)/4$, which is 0.216 at $w=0.02$ eV, close to the calculated 0.215.

For strong repulsion, start from the checkerboard and reverse one site. Its four bonds change from $ss'=-1$ to $+1$, so the weight is multiplied by $e^{-8K}=e^{-2w/k_BT}$. To leading order, a fraction $e^{-8K}$ of the $N/2$ inhibitor sites is empty, and each such site opens four bonds:

$$p\approx\frac{(N/2)\,e^{-8K}\times4}{2N}=e^{-2w/k_BT}.$$

At 0.10 eV this gives 0.0041, against the calculated 0.0051. Most of the gap comes from reversing two neighbouring sites together. This changes only six bonds, so its weight is $e^{-12K}$. There are $2N$ such pairs and each opens three bonds, which adds $3e^{-12K}=0.0008$ and brings the estimate to 0.0049. At equilibrium, then, a repulsion of a few $k_BT$ gives strong blocking, while one comparable to $k_BT$ gives only partial blocking.

**Two defects with the same $p$ and different outcomes**

First remove a fraction $\varepsilon$ of the inhibitors from a perfect checkerboard. There were $N/2$ inhibitors, and each removal opens four bonds that no other removal opens. Hence

$$p=\frac{4\,\varepsilon N/2}{2N}=\varepsilon .$$

Every open pair contains one of the emptied sites, so each emptied site can admit at most one precursor. For few defects almost all of them do, and $u\approx\varepsilon/2$. With $\varepsilon=0.05$, coverage drops to 0.475, $p=0.05$, and the simulated uptake is 0.025 per site, or 0.10 nm⁻². The selectivity is 0.90.

Now keep the coverage at one half but divide the surface into square tiles of even side $\ell$, with the checkerboard shifted by one site between adjacent tiles. A fraction $1/\ell$ of the bonds crosses a tile wall. Those bonds join like sites, and half of them join vacancies, so $p=1/(2\ell)$. For $\ell=10$, a tile side of 5 nm, $p$ is again 0.05.

The uptake is now 0.090 per site, or 0.36 nm⁻², and the selectivity falls to 0.67. The reason is geometrical. A tile has 100 sites and accounts for 200 bonds, 10 of them open. Along a wall the open pairs share no sites, so each admits a precursor. At tile corners four like sites meet, and at half of the corners they are vacant. Such a square has four open pairs but holds two precursors, a loss of two. With one corner per tile, the mean loss is one, leaving 9 precursors per 100 sites.

The initial rate is the same for both defects, but these walls admit 3.6 times as much material at saturation. Missing inhibitors put four open pairs around a single shared site, whereas straight walls along the lattice axes spread the pairs out. The factor depends on the direction of the wall. Diagonal walls, one every ten diagonals, also give $p=0.05$, but their vacancies form zigzag chains holding a tenth of the sites. A long chain takes up $D_m/m\approx0.432$ precursors per vacancy, so $u\approx0.043$, only 1.7 times the uptake of missing inhibitors.

**How this compares with a real oxide**

The numbers are meant to resemble a small-molecule inhibitor on a hydroxylated oxide at 150 °C, with a precursor that binds through two neighbouring hydroxyls. Four sites per nm² is near the rough density of 4 to 5 hydroxyls per nm² on well-hydroxylated silica. The repulsions and the barriers below are chosen, not measured, and should be replaced for a particular inhibitor. The perfect square lattice is a strong idealisation, since hydroxyls on an amorphous oxide are irregularly placed.

Geometry alone can remove the complete blocking. On a triangular lattice, two of the three sites of any triangle must be alike. There are $2N$ triangles and $3N$ bonds, and each bond belongs to two triangles, so at least $N$ bonds, one third of the total, join like sites. Equation (1) still holds, and at half coverage it makes vacant and occupied pairs equally numerous. Therefore $p\ge1/6$. Alternate filled rows reach this bound: one third of the bonds run along rows, half of those lie in vacant rows, and all other bonds are mixed. The best half-covered layer thus has an initial rate of about 17% of the bare rate, instead of zero.

The size of the precursor can work the other way. Suppose it needs its two binding sites and also the six sites adjacent to them to be vacant. In a random layer all eight are vacant with probability $(1-\theta)^8=0.0039$ at half coverage, and a simulated random layer gives the same value to two digits. Relative to the bare surface, the initial rate is then 0.4%, not 25%. A random half-layer can therefore slow a bulky precursor strongly. Measured as a share of the bare rate, the difference between the random layer and a perfect checkerboard is then only 0.4%, against 25% for a compact two-site precursor.

Time matters too. With an attempt rate of $10^{13}$ s⁻¹ and a hopping barrier of 1.2 eV, an isolated inhibitor hops at 0.050 s⁻¹.

- **During a 0.1 s pulse** there are 0.0050 hops per inhibitor. One hop in a perfect checkerboard opens three pairs, so hopping opens roughly $p=(N/2)(0.0050)(3)/(2N)\approx0.004$. This ignores the repulsion that opposes such hops. Treating the layer as frozen is reasonable for one pulse, but not between pulses. A 10 s cycle gives 0.5 hops per inhibitor, which without repulsion takes a checkerboard to $p\approx0.18$ in a single cycle; only the repulsion can hold the pattern from cycle to cycle.
- **During an 1800 s soak** there are about 91 hops, a free random-walk distance of about 9.5 sites. Short-range order can plausibly form, but a single domain over a large area is not assured. For the initial rate, the 10-site tiles may then be a better guide than the equilibrium result for $w=0.10$ eV. Their uptake should not be carried over in the same way: real walls also bend and run diagonally, where open pairs share sites and admit fewer precursors.
- **Desorption** with a 1.5 eV barrier has a rate of $1.34\times10^{-5}$ s⁻¹. Over a 10 s cycle it opens $p\approx1.3\times10^{-4}$. Over the whole soak it would remove about 2.4% of the inhibitors, so the soak must take place with inhibitor vapour present if coverage is to stay fixed.

Finally, the checkerboard excludes your precursor only if two-site binding is strictly required. If each single vacancy also accepts it at 1% of the rate of a bare pair site, half of the sites contribute and the leak is $0.01\times0.5=0.005$, measured per site against that pair rate. The bare surface has two pairs per site, so on the scale of $p$ this is 0.0025. At the start this leak is the same for both arrangements, but it does not stay so. Once the pairs have filled, the random layer has only $0.5-2\times0.187\approx0.13$ vacancies per site left, while the checkerboard still has 0.5. If repeated pulses eventually fill every single vacancy with one precursor, the checkerboard takes up 0.50 precursors per site and the random layer only about 0.31. The advantage of the checkerboard therefore shrinks as this slow route proceeds, and is finally reversed.

So your colleague is right for a two-site precursor. A coverage measurement gives you $1-2\theta$, but not $p_{oo}$. To judge the layer you also need its short-range arrangement, or a direct uptake test with the precursor you intend to use, at the exposure you intend to use. The numerical output below gives the values behind these comparisons.

## Table of computed values

```
site spacing 0.5 nm, site density 4.0 nm^-2
temperature 423 K, kB T = 0.03645 eV
4x4 half-filled patterns: 12870, blocking: 2
4x4 mean open-pair fraction: 0.2333
patterns (p = open-pair fraction, S = selectivity):
bare surface: p=1.0000, uptake=0.4536/site = 1.814 nm^-2, S=0.000
checkerboard: p=0.0000, uptake=0.0000/site = 0.000 nm^-2, S=1.000
random half: p=0.2502, uptake=0.1866/site = 0.747 nm^-2, S=0.417
alternate rows: p=0.2500, uptake=0.2162/site = 0.865 nm^-2, S=0.354
two half-planes: p=0.4975, uptake=0.2266/site = 0.906 nm^-2, S=0.334
rows, exact chain recursion: 0.2162 dimers/site
random: initial rate / bare rate = 0.257
random: isolated share of vacancies = 0.0614
random: upper bound on uptake = 0.2344 dimers/site
random coverage needed for p=0.01: 0.90
thermal order at half coverage:
w=0.02 eV, K=0.1372: p strip 8: 0.2146, strip 10: 0.2146
  simulated: p=0.2147, uptake=0.1712/site = 0.685 nm^-2, S=0.452
w=0.05 eV, K=0.3429: p strip 8: 0.1416, strip 10: 0.1427
  simulated: p=0.1434, uptake=0.1260/site = 0.504 nm^-2, S=0.565
w=0.10 eV, K=0.6858: p strip 8: 0.0052, strip 10: 0.0051
  simulated: p=0.0051, uptake=0.0027/site = 0.011 nm^-2, S=0.988
imperfect checkerboards:
missing share 0.05, coverage 0.475
missing inhibitors: p=0.0500, uptake=0.0250/site = 0.100 nm^-2, S=0.896
antiphase tile side: 10 sites = 5.0 nm
antiphase tiles: p=0.0500, uptake=0.0900/site = 0.360 nm^-2, S=0.669
neglected effects:
attempt rate 1e+13 s^-1
barriers: hop 1.2 eV, desorption 1.5 eV
pulse 0.1 s, cycle 10 s, soak 1800 s
hop rate 0.0504 s^-1, hops per pulse 0.00504
hops per soak 91, rms path 9.5 sites
open pairs made by one hop: 3
p opened by hops in one pulse: 0.0038
desorption rate 1.34e-05 s^-1
p opened by desorption in one cycle: 1.34e-04
one-site route, ratio 0.01: leak 0.0050
bulky precursor on random half: p=0.00393 (formula 0.00391)
triangular lattice, least p at half: 0.1667
```
